# An Avrami exponent is not necessarily the dimension of domain growth

**Q.** I have switching transients from a capacitor with a polycrystalline ferroelectric film. After a field step, I plot $\ln[-\ln(1-f)]$ against $\ln t$, where $f$ is the switched fraction, and get a good line of slope 2. The Avrami exponent is the growth dimension, so the domains spread in the plane of the film.

**A.** What in the derivation makes the slope a dimension? Write $Q=1-f$ for the unswitched fraction and $E=-\ln Q$. Your slope is

$$n(t)=\frac{d\ln E}{d\ln t}.$$

To interpret it we need $E$ from a picture of nucleation and growth. Take an unbounded uniform film and a constant field from $t=0$. Nuclei appear independently at random places, with rate $I(\tau)$ per unit $d$-dimensional volume. Each domain grows at constant wall speed $v$, and nothing switches back. When does a given point remain unswitched?

**Q.** When no domain has reached it. A nucleus born at time $\tau$ has radius $v(t-\tau)$ at time $t$, so it must not have been born within that distance of the point.

**A.** Yes. Divide space and birth time into small cells. The probability that a cell of volume $dV$ and duration $d\tau$ contains no nucleus is $1-I\,dV\,d\tau$. The cells are independent, so the probabilities multiply, and their logarithms add to $-\int I\,dV\,d\tau$. Therefore $Q=e^{-E}$ with

$$E(t)=C_d v^d\int_0^t I(\tau)(t-\tau)^d\,d\tau,\qquad C_1=2,\quad C_2=\pi .$$

**Q.** That counts nuclei born in regions that have already switched. They do not exist.

**A.** They do no harm. Suppose such a nucleus would be born at $y$ at time $\tau$, but a domain that started at $z$ at time $\sigma$ has already covered $y$. Then $\sigma+|y-z|/v\le\tau$. By the triangle inequality, the older domain reaches any point $x$ at

$$\sigma+\frac{|x-z|}{v}\le\sigma+\frac{|y-z|}{v}+\frac{|x-y|}{v}\le\tau+\frac{|x-y|}{v}.$$

The fictitious nucleus is never the first to arrive, so it leaves $Q$ unchanged.

**Q.** Then put all the nuclei in at the start, with density $N$. The integral gives $E=NC_dv^dt^d$, and the slope is $d$. That is my claim.

**A.** It is your claim for one nucleation history. Now let the nuclei appear at a constant rate $J_d$ per volume:

$$E=C_dv^dJ_d\int_0^t(t-\tau)^d\,d\tau=\frac{C_dv^dJ_d}{d+1}\,t^{d+1}.$$

The slope is $d+1$. Compare seeds in two dimensions with constant nucleation in one dimension, for instance long narrow stripes whose ends move:

$$E_{\rm 2D\ seeds}=\pi Nv^2t^2,\qquad E_{\rm 1D\ constant}=J_1vt^2 .$$

If $J_1=\pi Nv$, these are the same function at every time. With $v=1$ nm/ns and $N=10^{-3}$ nm$^{-2}$, chosen as round model values, the required rate is $J_1=3.14\times10^{-3}$ nm$^{-1}$ ns$^{-1}$. Both films are half switched when $\pi Nv^2t^2=\ln2$, so

$$t_{1/2}=\sqrt{\frac{0.693}{3.14\times10^{-3}}}\ {\rm ns}=14.85\ {\rm ns}.$$

**Q.** So less noise would not help me?

**A.** Not for this pair. The curve $f(t)$ contains no difference to be found. You need other information, such as domain images. In the first film, every domain not yet touching another has radius $vt$. In the second, domain sizes are spread, because the birth times are spread.

**Q.** Perhaps the answer is just "$d$ or $d+1$". I can live with an ambiguity between two integers.

**A.** The history need not be either of those extremes. Differentiate $E$ for a general $I(\tau)$. The term from the upper limit vanishes because $(t-\tau)^d=0$ there, which leaves

$$n=\frac{tE'}{E}=d\,\frac{\int_0^t I(\tau)(t-\tau)^d\,\dfrac{t}{t-\tau}\,d\tau}{\int_0^t I(\tau)(t-\tau)^d\,d\tau}.$$

This is $d$ times a weighted mean of $t/(t-\tau)$, a quantity that is at least 1. Hence $n\ge d$. For an upper bound, set $\tau=tu$:

$$\frac{E}{t^{d+1}}=C_dv^d\int_0^1 I(tu)(1-u)^d\,du .$$

If the nucleation rate never increases, the right side cannot increase with $t$, so $n\le d+1$. Seeds present at the start add a term proportional to $N/t$ to this ratio. That term also falls, so the bound survives.

**Q.** And if the rate increases?

**A.** Then the upper bound goes. For $I=b\tau$, with $b$ constant, the substitution gives $\int_0^t\tau(t-\tau)^d\,d\tau=t^{d+2}/[(d+1)(d+2)]$, so $n=d+2$. Two-dimensional growth then shows an exponent of 4.

A non-integer value needs nothing exotic. Let each of the $N$ seeds wait for activation, with probability $\nu$ per unit time. Then $I=N\nu e^{-\nu\tau}$. In two dimensions, two integrations by parts give

$$\int_0^t\nu e^{-\nu\tau}(t-\tau)^2d\tau=t^2-2\int_0^t e^{-\nu\tau}(t-\tau)\,d\tau,$$

$$\int_0^t e^{-\nu\tau}(t-\tau)\,d\tau=\frac t\nu-\frac{1-e^{-\nu t}}{\nu^2},$$

and therefore

$$E=\pi Nv^2\left[t^2-\frac{2t}{\nu}+\frac{2}{\nu^2}\left(1-e^{-\nu t}\right)\right].$$

For $\nu t\gg1$ the first term dominates and $n\to2$. For $\nu t\ll1$, expand the exponential to third order. The terms in $t$ and $t^2$ cancel, leaving $E\approx\pi N\nu v^2t^3/3$ and $n\to3$: few seeds have been used up, so the rate is nearly constant.

**Q.** What would I get from a fit?

**A.** Fit between 5% and 95% switched, with points equally spaced in $\ln t$. For $\nu=1$, 0.1 and 0.01 ns$^{-1}$ the slopes are 2.17, 2.64 and 2.91. The half-switching times are 15.8, 22.0 and 41.8 ns, so $\nu t_{1/2}$ is about 16, 2.2 and 0.42. The fits cross from one limit towards the other, and each has $R^2$ above 0.999. A straight line does not show that the exponent is constant.

The formula was tested against simulated growth in which births inside switched regions were discarded. For $\nu=0.1$ ns$^{-1}$ and $t=20$ ns, the bracket is $400-400+200(1-e^{-2})=172.9$ ns$^2$. This gives $E=0.543$ and $Q=0.581$. The simulation gives $0.578\pm0.003$.

**Q.** At least there is a firm floor. An exponent of 1 cannot come from two-dimensional growth, since $n\ge d$.

**A.** That floor belongs to an unbounded uniform film. Your film has grains. Suppose walls stop at grain boundaries, each grain is a square of side $a$ in the plane, and nuclei appear at a constant rate $J$ per area. The domains still grow in two dimensions. What happens if a grain fills quickly once it has a nucleus?

**Q.** Then almost all the time is spent waiting for that nucleus. The grain has area $a^2$, so the waiting rate is $Ja^2$, and $Q\approx e^{-Ja^2t}$. That has exponent 1.

**A.** Now let us see when "quickly" applies. Take a point $x$ in the grain. A nucleus at distance $r$ reaches it by time $t$ if it was born before $t-r/v$. The expected number of such nuclei is

$$E_x=J\int_{\rm grain}\max\left(t-\frac rv,\,0\right)dA .$$

No distance in the grain exceeds its diagonal $\sqrt2\,a$. The integrand therefore lies between $t-\sqrt2a/v$ and $t$. Averaging $e^{-E_x}$ over the grain preserves the bounds:

$$e^{-Ja^2t}\le Q\le e^{-Ja^2(t-\sqrt2a/v)},\qquad t>\sqrt2\,a/v .$$

The waiting time is $1/(Ja^2)$ and the filling time is of order $a/v$. Their ratio gives the condition $Ja^3/v\ll1$.

**Q.** And between small and large grains?

**A.** Use polar coordinates centred on $x$, with $R(\theta)$ the distance to the boundary. Nuclei that could have arrived lie within $m(\theta)=\min[R(\theta),vt]$, so

$$E_x=J\int_0^{2\pi}d\theta\int_0^m r\left(t-\frac rv\right)dr
=J\int_0^{2\pi}d\theta\left(\frac{t\,m^2}{2}-\frac{m^3}{3v}\right).$$

In a very large grain, $m=vt$ for nearly all points. Then $E_x=2\pi J(v^2t^3/2-v^2t^3/3)=\pi Jv^2t^3/3$, which restores exponent 3. With $v=1$ nm/ns and $J=10^{-4}$ nm$^{-2}$ ns$^{-1}$, fits to the grain average give:

| $a$ (nm) | $Ja^3/v$ | fitted $n$ | $R^2$ | $t_{1/2}$ (ns) |
|---|---|---|---|---|
| 5 | 0.0125 | 1.02 | 0.9999 | 279.9 |
| 10 | 0.1 | 1.16 | 0.995 | 74.5 |
| 20 | 0.8 | 1.75 | 0.979 | 27.8 |
| 50 | 12.5 | 2.66 | 0.999 | 20.8 |
| 200 | 800 | 2.91 | 0.9999 | 19.2 |

The wall speed, the nucleation rate per area and the growth dimension are the same in every row.

**Q.** The 5 nm grains would have convinced me that I had one-dimensional growth. The line is nearly perfect.

**A.** The half time tells you more. Pure waiting predicts $\ln2/(Ja^2)=0.693/(0.0025\ {\rm ns}^{-1})=277$ ns. The calculated value is 280 ns, and the delay is less than the 7 ns needed to cross the diagonal. In this limit the half time scales as $1/a^2$ if $J$ and $v$ stay fixed. That can be checked on films of different grain size, provided their nucleation rates and fields really are comparable. At the other end, the unbounded film has $t_{1/2}=[3\ln2/(\pi Jv^2)]^{1/3}=18.8$ ns, close to the 19.2 ns of the largest grain.

**Q.** My grains are also not alike. The local field varies, and so do the rates. I assumed this would blur the curve and leave the exponent alone.

**A.** Blur in time changes the slope, and the direction can be proved. Let region $i$ have weight $w_i$ and unswitched fraction $q_i=e^{-x_i}$, with local exponent $n_i=d\ln x_i/d\ln t$. The regions switch independently of each other, and each is large compared with its domains if you want its local law to be the unbounded one. The measured fraction is $Q=\sum_iw_ie^{-x_i}$. Since $dx_i/d\ln t=n_ix_i$,

$$\frac{dE}{d\ln t}=-\frac1Q\frac{dQ}{d\ln t}=\frac{\sum_iw_in_ix_ie^{-x_i}}{Q}.$$

Divide by $E=-\ln Q$:

$$n=\frac{\sum_iw_in_i\,x_ie^{-x_i}}{-Q\ln Q}.$$

Notice that $x_ie^{-x_i}=-q_i\ln q_i$. What is the curvature of $\phi(q)=-q\ln q$?

**Q.** $\phi'=-\ln q-1$ and $\phi''=-1/q$. It is negative, so $\phi$ is concave.

**A.** For a concave function, the mean of the values cannot exceed the value at the mean: $\sum_iw_i\phi(q_i)\le\phi(Q)$. Replace each $n_i$ by the largest one, $n_{\max}$, and use this inequality:

$$n\le n_{\max}\frac{\sum_iw_i\phi(q_i)}{\phi(Q)}\le n_{\max}.$$

If all regions share one exponent but have different rates, the last inequality is strict. The spread then lowers the apparent exponent.

**Q.** So could a spread take me below 1?

**A.** Yes. Take two-dimensional seeds, with local exponent 2, and a lognormal spread of local switching times. Standard deviations of 0.25, 0.5 and 1 decade give fitted exponents of 1.45, 0.93 and 0.51. The last two are below the dimension of any growing line or disc. A standard deviation of a quarter decade, a factor of 1.8 in time, is enough to make discs look like something between discs and lines.

There is also a case that can be solved in closed form. Let $x=KE_0(t)$ with $E_0\propto t^{n_0}$. Let the factor $K$ have the gamma density $\alpha^\alpha K^{\alpha-1}e^{-\alpha K}/\Gamma(\alpha)$, whose mean is 1. Then

$$Q=\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty K^{\alpha-1}e^{-(\alpha+E_0)K}dK=\left(1+\frac{E_0}{\alpha}\right)^{-\alpha}.$$

With $u=E_0/\alpha$ we have $E=\alpha\ln(1+u)$ and $du/d\ln t=n_0u$, so

$$n=\frac{n_0u}{(1+u)\ln(1+u)}.$$

At half switching, $(1+u)^{-\alpha}=1/2$. This gives $\ln(1+u)=(\ln2)/\alpha$ and $u/(1+u)=1-2^{-1/\alpha}$. Hence

$$n_{1/2}=n_0\,\frac{\alpha\left(1-2^{-1/\alpha}\right)}{\ln2}.$$

For large $\alpha$ the distribution is narrow, $1-2^{-1/\alpha}\approx(\ln2)/\alpha$, and $n_{1/2}\to n_0$. For small $\alpha$ it is broad, and $n_{1/2}\to0$.

**Q.** I would rather think in decades of time than in $\alpha$.

**A.** The moments of the gamma density are $\langle K^s\rangle=\alpha^{-s}\Gamma(\alpha+s)/\Gamma(\alpha)$. The second derivative of $\ln\langle K^s\rangle=\ln\langle e^{s\ln K}\rangle$ at $s=0$ is the variance of $\ln K$. It equals $\psi_1(\alpha)$, the second derivative of $\ln\Gamma(\alpha)$. Local times scale as $K^{-1/n_0}$, so the standard deviation of $\log_{10}$ of the local time is $\sqrt{\psi_1(\alpha)}/(n_0\ln10)$.

**Q.** Then return to my slope of 2. How many of these mechanisms could produce it?

**A.** Here are four, all fitted over the same 5% to 95% range:

1. Two-dimensional growth from seeds present at the start.
2. One-dimensional growth with constant nucleation.
3. Two-dimensional growth with constant nucleation, in square grains of side 23.7 nm.
4. Two-dimensional growth with constant nucleation, in large regions with gamma-distributed $K$ and $\alpha=0.888$.

The grain side and $\alpha$ were solved for, to make the fitted exponent 2.00. In case 3, $Ja^3/v=1.33$, so waiting and filling take comparable times. In case 4, the spread of local times is 0.20 decades, a factor of 1.6.

**Q.** In cases 3 and 4 the growth really is two-dimensional. My reading would have been correct.

**A.** You would have the right dimension for the wrong reason. The law $n=d$ assumes seeds present at the start, and these cases have none. Their uniform, unbounded exponent is 3, and confinement or rate variation has brought it down to 2. Make the grains larger or the rates more uniform, and the fitted exponent rises although $d$ has not changed.

**Q.** Can the shape of the whole curve expose them?

**A.** It may expose 3 and 4, but not 2. Rescale time so that all four curves are half switched together. Case 2 coincides with case 1. The largest difference from case 1 is 0.062 in $f$ for case 3 and 0.064 for case 4. If the time scale is instead chosen to make the largest difference as small as possible, that difference is still 0.043 for case 3 and 0.049 for case 4. If the normalization of $f$ is also left free, an exponent-2 curve scaled by 0.966 or 0.977 comes within 0.026 of case 3 and 0.034 of case 4, for data up to 99% switched. Two curves can both fit one data set once its error reaches half their separation. You would therefore need systematic errors in the switched fraction, including any leakage correction, below about 2% of full switching when the normalization is known, and nearer 1% when it is not. Cases 3 and 4 are harder still to tell from each other: with the best time scale they differ by only 0.014.

The fits themselves give a warning, though a mild one in $R^2$. That number is 0.984 for case 3 and 0.973 for case 4, while the fitted Avrami curves miss $f$ by up to 0.064 and 0.084. Plot the residuals in $f$, and plot the local slope. For case 4 at half switching,

$$n_{1/2}=3\times\frac{0.888\,(1-2^{-1/0.888})}{0.693}=2.08,$$

whereas the fit over the whole range gives 2.00.

**Q.** Does this matter for a memory capacitor, if the fitted curve is close enough?

**A.** It matters when you extrapolate to longer pulses. The fitted Avrami law makes the unswitched fraction fall as $e^{-{\rm const}\times t^2}$. For case 4, the closed formula at long times gives $Q\approx(E_0/\alpha)^{-\alpha}\propto t^{-3\alpha}=t^{-2.66}$. The slow regions leave a power-law tail, and at sufficiently long times the fitted law underestimates what remains unswitched. This particular power belongs to the gamma distribution. Another distribution would have another tail.

**Q.** What may I still say about my film?

**A.** That its switching between 5% and 95% is described by an apparent exponent of 2, to within the residuals you report. You may call that the growth dimension if you have separate evidence that the nuclei were present from the start and randomly placed, that growth was not cut short by boundaries, that the local rates were nearly uniform, and that the wall speed was constant. The last condition matters too. If seeded domains grow as $r\propto t^p$, then $E=NC_dr^d\propto t^{pd}$, and the exponent is $pd$.

**Q.** And if I know only the images, which show discs?

**A.** Then you know $d=2$ without the fit, and the exponent becomes useful for another question. In a uniform film with constant wall speed and randomly placed nuclei, a value between 2 and 3 points to nuclei arriving after the start. A value below 2 says that at least one of the assumptions of that simple film has failed, and grain boundaries and unequal rates are two candidates to examine. The numerical output lists the values for each mechanism.

## Numbers as computed

```
wall speed v = 1.0 nm/ns
seed density N = 1.0e-03 nm^-2
areal nucleation rate J = 1.0e-04 nm^-2 ns^-1
matching line rate J1 = 3.1416e-03 nm^-1 ns^-1
2D constant rate, no boundaries: half time = 18.78 ns
Film simulation, nu = 0.1 ns^-1: unswitched fraction
  t = 12 ns: simulated 0.8713 +- 0.0015, formula 0.8716
  t = 20 ns: simulated 0.5780 +- 0.0029, formula 0.5808
  t = 28 ns: simulated 0.2734 +- 0.0032, formula 0.2742
  t = 36 ns: simulated 0.0892 +- 0.0021, formula 0.0889
Grain simulation, side 20 nm: unswitched fraction
  t = 10 ns: simulated 0.9286 +- 0.0006, formula 0.9289
  t = 20 ns: simulated 0.6822 +- 0.0010, formula 0.6823
  t = 40 ns: simulated 0.3068 +- 0.0010, formula 0.3071
  t = 58 ns: simulated 0.1500 +- 0.0008, formula 0.1495
2D seeds with waiting: fitted exponent
  nu = 1.00 ns^-1: n = 2.170, R2 = 0.99968, half time = 15.82 ns
  nu = 0.10 ns^-1: n = 2.645, R2 = 0.99961, half time = 21.95 ns
  nu = 0.01 ns^-1: n = 2.914, R2 = 0.99997, half time = 41.84 ns
2D constant rate in square grains: fitted exponent
  a = 5 nm: J a^3/v = 0.0125, n = 1.024, R2 = 0.99986, half time = 279.87 ns
  a = 10 nm: J a^3/v = 0.1, n = 1.158, R2 = 0.99493, half time = 74.53 ns
  a = 20 nm: J a^3/v = 0.8, n = 1.748, R2 = 0.97887, half time = 27.81 ns
  a = 50 nm: J a^3/v = 12.5, n = 2.664, R2 = 0.99887, half time = 20.81 ns
  a = 200 nm: J a^3/v = 800, n = 2.915, R2 = 0.99988, half time = 19.21 ns
2D seeds, lognormal local times: fitted exponent
  spread = 0.25 decades: n = 1.455, R2 = 0.99143
  spread = 0.50 decades: n = 0.926, R2 = 0.98197
  spread = 1.00 decades: n = 0.505, R2 = 0.97809
Four mechanisms tuned to one fitted exponent
  solved grain side = 23.71 nm, J a^3/v = 1.333
  solved gamma shape alpha = 0.8880
  its spread of local times = 0.203 decades
  2D seeds: n = 2.000, R2 = 1.00000, half time = 14.85 ns
    n at half = 2.000, max misfit in f = 0.0000, max gap to 2D seeds = 0.0000
  1D constant rate: n = 2.000, R2 = 1.00000, half time = 14.85 ns
    n at half = 2.000, max misfit in f = 0.0000, max gap to 2D seeds = 0.0000
  2D constant rate, grains: n = 2.000, R2 = 0.98409, half time = 24.77 ns
    n at half = 1.975, max misfit in f = 0.0643, max gap to 2D seeds = 0.0619
  2D constant rate, gamma: n = 2.000, R2 = 0.97332, half time = 21.57 ns
    n at half = 2.083, max misfit in f = 0.0839, max gap to 2D seeds = 0.0637
```
